# Why Uniaxial Stress Favours Surface Ridges Perpendicular to Itself

## Definitions and conventions

A solid fills the half-space \(z<0\). It is isotropic and linearly elastic, with shear modulus \(\mu\), Poisson ratio \(\nu\) and Young modulus \(E=2\mu(1+\nu)\), where \(-1<\nu<1/2\). A uniform stress \(\sigma\) acts along \(x\), in the surface plane, and all other components of the initial stress vanish. Tension is positive. The material far below the surface is held fixed.

The surface is now given the shape

\[
h=a\cos ks,\qquad ak\ll 1 ,
\]

where \(s\) is the coordinate along the wavevector \(\mathbf k\), which makes an angle \(\theta\) with the stress axis. The mean height is zero, so material is moved but not added. The coordinate \(t\) runs across \(\mathbf k\) in the surface, with unit vectors \(\hat s=(\cos\theta,\sin\theta)\) and \(\hat t=(-\sin\theta,\cos\theta)\). Crests run along \(t\). In this frame the initial stress is

\[
\sigma_{ss}=\sigma\cos^2\theta,\qquad \sigma_{st}=-\sigma\cos\theta\sin\theta,\qquad \sigma_{tt}=\sigma\sin^2\theta .
\]

Angle brackets denote an average over the surface, and \(A\) is its projected area. The result, to second order in \(a\), is

\[
\frac{F_{\rm el}}{A}=-\frac{\sigma^2ka^2}{4\mu}\,g(\theta),\qquad g=\cos^2\theta\,(1-\nu\cos^2\theta).
\]

These are classical formulas and hold in any consistent units, atomic units included.

## First derivation: minimum of the total energy

Let \(\mathbf u\) be the extra displacement that follows the change of shape. With stiffness tensor \(C\), the energy density is

\[
W=W_0+\sigma_{ij}\partial_ju_i+\tfrac12C_{ijkl}\,\partial_ju_i\,\partial_lu_k .
\]

Integrated over the wavy body, the constant \(W_0\) contributes \(W_0\int h\,dx\,dy=0\) relative to the flat body. In the second term \(\sigma_{ij}\) is uniform, so the divergence theorem turns it into a surface integral. The outward normal times the area element has in-plane components \(-\partial_jh\,dx\,dy\), and \(\sigma_{iz}=0\). Hence

\[
F_{\rm el}[\mathbf u]=\tfrac12\int C_{ijkl}\,\partial_ju_i\,\partial_lu_k\,dV-\int \mathbf f\cdot\mathbf u\,dx\,dy,\qquad f_i=\sigma_{ij}\partial_jh .
\]

The body therefore responds as if a force \(\mathbf f\) per area pulled on its surface. At the minimum, the energy is stationary when \(\mathbf u\) is multiplied by \(1+\epsilon\). This gives \(\int C_{ijkl}\partial_ju_i\partial_lu_k\,dV=\int\mathbf f\cdot\mathbf u\,dx\,dy\), and so

\[
F_{\rm el}=-\tfrac12\int\mathbf f\cdot\mathbf u\,dx\,dy .
\]

Both \(\mathbf f\) and \(\mathbf u\) are of order \(a\), so the response of a flat half-space suffices at order \(a^2\).

**Force along \(\mathbf k\).** Take \(f_s=f\cos ks\); another phase only shifts the origin. Equilibrium requires

\[
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0 .
\]

Its divergence shows that \(\nabla\cdot\mathbf u\) is harmonic, so \(\mathbf u\) is biharmonic. The form that decays with depth is

\[
u_s=(\alpha+\beta kz)e^{kz}\cos ks,\qquad u_z=(\chi+\delta kz)e^{kz}\sin ks ,
\]

for which

\[
\nabla\cdot\mathbf u=k\,[\chi+\delta-\alpha+(\delta-\beta)kz]\,e^{kz}\sin ks .
\]

This is harmonic if \(\delta=\beta\). Since \(\nabla^2u_s=2\beta k^2e^{kz}\cos ks\), the \(s\) equation then gives

\[
2(1-2\nu)\beta+\chi+\beta-\alpha=0 ,
\]

and the \(z\) equation gives the same condition. The surface carries no normal traction. With \(\lambda=2\mu\nu/(1-2\nu)\) and \(\chi+\beta-\alpha=-2(1-2\nu)\beta\),

\[
0=\lambda(\chi+\beta-\alpha)+2\mu(\chi+\beta)=-4\mu\nu\beta+2\mu(\chi+\beta).
\]

Therefore \(\chi=-(1-2\nu)\beta\) and \(\alpha=2(1-\nu)\beta\). The shear traction at \(z=0\) is

\[
\mu(\partial_zu_s+\partial_su_z)=\mu k(\alpha+\beta+\chi)\cos ks=2\mu k\beta\cos ks ,
\]

which must equal \(f\cos ks\). Thus \(\beta=f/(2\mu k)\), and at the surface

\[
u_s=\frac{1-\nu}{\mu k}\,f_s .
\]

The vertical displacement does no work against \(\mathbf f\), which lies in the plane.

**Force across \(\mathbf k\).** Here \(u_t\) depends on \(s\) and \(z\) alone and satisfies \(\nabla^2u_t=0\), so it decays as \(e^{kz}\). The condition \(\mu\,\partial_zu_t=f_t\) gives \(u_t=f_t/(\mu k)\).

**Sum.** For the actual surface \(\partial_sh=-ka\sin ks\), so \(f_s=-\sigma_{ss}ka\sin ks\) and \(f_t=-\sigma_{st}ka\sin ks\). Using \(\langle\sin^2ks\rangle=1/2\),

\[
\frac{F_{\rm el}}{A}=-\frac{(1-\nu)\langle f_s^2\rangle+\langle f_t^2\rangle}{2\mu k}
=-\frac{ka^2}{4\mu}\left[(1-\nu)\sigma_{ss}^2+\sigma_{st}^2\right].
\]

For uniaxial stress the bracket is

\[
\sigma^2\left[(1-\nu)\cos^4\theta+\cos^2\theta(1-\cos^2\theta)\right]=\sigma^2\cos^2\theta(1-\nu\cos^2\theta),
\]

which is the stated result.

## Second derivation: energy density at the surface

This route asks how much energy is gained or lost when a little material is added at one place. If the surface rises by \(\delta h\), the body gains a layer with energy density \(W\). The displacement also readjusts, but the energy is stationary with respect to it, so to first order

\[
\delta F_{\rm el}=\int W_{\rm surface}\,\delta h\,dx\,dy .
\]

It remains to find the stress at the surface. Let \(\tau_{ij}\) be the extra stress. The surface is free of force, and to first order its normal is \((-\partial_sh,0,1)\) in the order \(s,t,z\). At \(z=0\) this requires

\[
\tau_{sz}=\sigma_{ss}\partial_sh,\qquad \tau_{tz}=\sigma_{st}\partial_sh,\qquad\tau_{zz}=0 .
\]

**Stresses in the \(s,z\) plane.** Equilibrium is satisfied by a stress function \(\varphi\) with

\[
\tau_{ss}=\partial_z^2\varphi,\qquad \tau_{zz}=\partial_s^2\varphi,\qquad \tau_{sz}=-\partial_s\partial_z\varphi .
\]

Nothing varies along \(t\), so the extra strain \(\epsilon_{tt}\) is zero. The other strains are then

\[
\epsilon_{ss}=\frac{(1-\nu)\tau_{ss}-\nu\tau_{zz}}{2\mu},\quad
\epsilon_{zz}=\frac{(1-\nu)\tau_{zz}-\nu\tau_{ss}}{2\mu},\quad
\epsilon_{sz}=\frac{\tau_{sz}}{2\mu}.
\]

They derive from a displacement if \(\partial_z^2\epsilon_{ss}+\partial_s^2\epsilon_{zz}=2\partial_s\partial_z\epsilon_{sz}\). Substitution gives

\[
(1-\nu)(\partial_z^4+\partial_s^4)\varphi-2\nu\,\partial_s^2\partial_z^2\varphi=-2\,\partial_s^2\partial_z^2\varphi ,
\]

that is, \((1-\nu)\nabla^4\varphi=0\). The decaying solution with \(\tau_{zz}=0\) at the surface is \(\varphi=Qkz\,e^{kz}\cos ks\). Its shear stress at \(z=0\) is \(Qk^2\sin ks\), which must equal \(-\sigma_{ss}ka\sin ks\). So \(Q=-\sigma_{ss}a/k\), and

\[
\tau_{ss}\big|_{z=0}=2Qk^2\cos ks=-2k\sigma_{ss}h .
\]

The magnitude of this stress component rises in the troughs, where \(h<0\), and falls at the crests.

**Shear across \(\mathbf k\).** The harmonic displacement \(u_t=-(\sigma_{st}a/\mu)e^{kz}\sin ks\) satisfies the condition on \(\tau_{tz}\). It gives \(\tau_{st}=\mu\,\partial_su_t=-k\sigma_{st}h\) at the surface.

**Change of energy density.** With no force on the surface,

\[
W=\frac{1}{2E}\left[S_{ss}^2+S_{tt}^2-2\nu S_{ss}S_{tt}+2(1+\nu)S_{st}^2\right],
\]

where \(S=\sigma+\tau\); the tilt of the surface alters this at second order in the slope. Zero extra strain along \(t\) means \(\tau_{tt}=\nu\tau_{ss}\) at the surface. The first-order change is

\[
\delta W=\frac1E\left[\sigma_{ss}(1-\nu^2)\tau_{ss}+\sigma_{tt}(\nu-\nu)\tau_{ss}+2(1+\nu)\sigma_{st}\tau_{st}\right].
\]

The stress along the ridges, \(\sigma_{tt}\), drops out. Inserting \(\tau_{ss}\), \(\tau_{st}\) and \(E=2\mu(1+\nu)\),

\[
\delta W=-\frac{kh}{\mu}\left[(1-\nu)\sigma_{ss}^2+\sigma_{st}^2\right]=-\frac{\sigma^2k}{\mu}\,g(\theta)\,h .
\]

Now let the amplitude grow from zero, so that \(\delta h=\cos ks\,da\). The uniform \(W_0\) averages to zero, and \(\langle\cos^2ks\rangle=1/2\) gives

\[
\frac1A\frac{dF_{\rm el}}{da}=-\frac{\sigma^2ka}{2\mu}g,\qquad \frac{F_{\rm el}}{A}=-\frac{\sigma^2ka^2}{4\mu}g .
\]

The two routes agree in sign and factor.

## What each derivation assumes

Both assume small slopes, fixed material at depth, linear elasticity and no surface stress. They use these assumptions differently.

The first needs a quadratic energy and the in-plane displacement caused by an in-plane force. Isotropy enters through that response, so a crystal or a layered body can be treated by replacing it. The route yields the total energy directly; the local driving force then requires a variation of that energy with respect to \(h\).

The second rests on the stationarity of the energy, and the relation \(\delta F_{\rm el}=\int W\delta h\) needs neither small slopes nor a quadratic energy. Small slopes and isotropy enter in the stress solution. The route gives the local driving force: the elastic energy falls when material moves from troughs to crests. The total energy then requires an integration over amplitude.

A direct numerical minimisation of the energy in the wavy body used neither the flat-surface response nor the traction formula. For four values of \(\nu\) from \(-0.3\) to \(0.45\), five angles from 0 to 90 degrees and \(ak=0.01\), its \(g\) differed from the law by at most \(9.7\times10^{-5}\). At 30 degrees and \(\nu=0.25\), the relative error of the law fell from \(1.49\times10^{-3}\) to \(3.72\times10^{-4}\) when \(ak\) was halved from 0.05, as expected for an error of order \((ak)^2\).

## Preferred direction and wavelength

Put \(c=\cos^2\theta\), so that \(g=c-\nu c^2\). Then

\[
\frac{dg}{dc}=1-2\nu c>0\quad\text{for }0\le c\le1,\ \nu<\tfrac12 .
\]

At fixed \(k\) and \(a\), the energy relief is greatest at \(c=1\). The wavevector lies along the stress and the ridges run perpendicular to it. Within linear elasticity and without surface stress, tension and compression act alike, because \(\sigma\) enters squared. At \(\theta=90^\circ\) the stress runs along the ridges, no surface slope cuts it, and the relief vanishes. Near the maximum \(g\simeq(1-\nu)-(1-2\nu)\theta^2\), so the preference becomes flatter as the solid approaches incompressibility.

Let the surface energy \(\gamma\) be isotropic. The extra area costs \(\gamma\langle(\partial_sh)^2\rangle/2=\gamma k^2a^2/4\), so

\[
\frac FA=\frac{a^2}{4}\left(\gamma k^2-\frac{\sigma^2g}{\mu}k\right),\qquad k_c=\frac{\sigma^2g}{\mu\gamma}.
\]

Waves with \(k<k_c\) lower the energy. If material moves by surface diffusion with isotropic mobility \(M\), then \(\dot h=M\nabla^2(\delta F/\delta h)\), where the dot denotes the time derivative, and the growth rate is

\[
M\left(\frac{\sigma^2g}{\mu}k^3-\gamma k^4\right).
\]

Setting its \(k\) derivative to zero gives \(k=3k_c/4\). The rate there is \(27M(\sigma^2g/\mu)^4/(256\gamma^3)\). It varies as \(g^4\), which selects direction more sharply than the energy does.

**A second principal stress.** Let \(\sigma_{yy}=r\sigma\) with \(-1\le r\le1\). Then \(\sigma_{ss}=\sigma[c+r(1-c)]\) and \(\sigma_{st}^2=(1-r)^2\sigma^2c(1-c)\), so

\[
g_r=(1-\nu)[c+r(1-c)]^2+(1-r)^2c(1-c).
\]

For equal stresses, \(r=1\), this is \(1-\nu\) at every angle and no direction is preferred. For \(r<1\) the slope at \(c=1\) is \((1-r)(1-2\nu+r)\), and the second derivative is \(-2\nu(1-r)^2\). When \(\nu>0\) the slope is smallest at \(c=1\), so the rule survives for \(r>2\nu-1\). Below that value the best wavevector leaves the axis. For \(\nu=0.25\) the threshold is \(r=-0.5\): a numerical scan in steps of one degree put the maximum at 0 degrees for \(r=-0.4\) and at 21 degrees for \(r=-0.6\).

## A silicon-germanium film

Consider a Si\(_{0.7}\)Ge\(_{0.3}\) film, 100 nm thick, on Si(001). One array of misfit dislocations is supposed to have removed the stress in one in-plane direction, leaving stress along \(x=[110]\). If film and substrate have equal moduli, the film thickness drops out: the initial stress exerts no force on the flat interface, so \(\mathbf f\) is unchanged.

Rough typical inputs are a strain of \(-0.012\) and \(\gamma=1.2\) J/m². Rough cubic constants \(C_{11}=155\), \(C_{12}=59\) and \(C_{44}=76\) GPa, averaged over directions at uniform strain (the Voigt average), give \(E=157.1\) GPa, \(\mu=64.8\) GPa and \(\nu=0.212\). Here and below, further digits are kept only so that the arithmetic can be followed; the inputs justify two at most. Then \(\sigma=157.1\times(-0.012)=-1.885\) GPa, and at \(\theta=0\), where \(g=0.788\),

\[
k_c=\frac{(1.885\times10^9)^2\times0.788}{64.8\times10^9\times1.2}\ \text{m}^{-1}=0.0360\ \text{nm}^{-1}.
\]

The critical wavelength is \(2\pi/k_c\simeq175\) nm. The fastest wavelength is 4/3 of this, about 233 nm (2330 angstrom). For \(a=2\) nm at that wavelength, the elastic relief is 7.28 meV/nm² and the surface cost is 5.46 meV/nm², a net gain of 1.82 meV/nm². The compressive stress in the troughs is larger by \(2ak=0.108\) of its initial size. The peak growth rate falls to half at \(\theta=26.8^\circ\) and to about a tenth at 45 degrees.

Several neglected effects are modest here. Cubic elasticity lowers \(g(0)\) from 0.788 to 0.758 at the same stress, and the maximum stays on the [110] axis to within the one-degree scan. At the same strain the stiffer [110] direction raises the stress, and the critical wavelength remains about 175 nm. Finite slope changes the relief by \(-0.2\) per cent at \(a=2\) nm, and by \(-6\) per cent at \(ak=0.3\). Giving the whole body silicon's moduli at fixed film stress lowers the relief by 5.8 per cent; this overstates the effect of the substrate, which lies below the film, where the extra fields have largely decayed. Moduli softer by a rough 5 per cent at the growth temperature lengthen the critical wavelength to 184 nm at fixed strain. A surface stress of roughly 1 J/m² enters through the ratio \(k\times(1\ \text{J/m}^2)/|\sigma|=0.014\); the normal force it exerts on the curved surface lowers the relief of this compressed film by about 1 per cent. A capillary-wave estimate of the thermal roughness at 900 K, which treats the surface as rough with stiffness \(\gamma\), gives 0.10 nm, small beside 2 nm.

The real film departs more seriously from the assumed stress state. A coherent SiGe film on Si(001) is under equal biaxial stress, for which this law selects no direction. Cubic elasticity then decides: at \(r=1\) it favours wavevectors along \(\langle100\rangle\), where \(g\) is 11 per cent larger than along [110], and the best wavevector already leaves the [110] stress axis once \(r\) exceeds about 0.8. At 100 nm the film is also far thicker than the roughly 10 nm at which dislocations become favourable for this strain, so a second array may relieve \(\sigma\) too. Since the wavelength varies as \(1/\sigma^2\), a 20 per cent loss of stress lengthens it by a factor \(1/0.8^2=1.56\). Incomplete relaxation across the axis matters less: \(r=0.2\) raises \(g(90^\circ)/g(0)\) from zero to 0.04. At fixed strain along \(x\) it also raises \(\sigma\) by the factor \(1/(1-\nu_{xy}r)\), where \(\nu_{xy}\) is the Poisson ratio between the two in-plane axes. For \([110]\) and \([1\bar10]\) the cubic constants give \(\nu_{xy}=0.053\), far below the averaged \(\nu\), and the wavelength shortens by about 2 per cent. The dislocations, about 15 nm apart, have a periodic field that is negligible at the surface, but uneven spacing adds longer waves that decay more slowly. Facets, anisotropic mobility and the coupling of surface shape to Ge composition are not sized here and could override the elastic preference. The perpendicular-ridge rule is thus a statement about the onset of roughening under one dominant in-plane stress, with surface energy and mobility close to isotropic.

## Numbers as computed

```
INPUT (rough): film C11, C12, C44 = 155, 59, 76 GPa
INPUT (rough): Si C11, C12, C44 = 166, 64, 80 GPa
INPUT (rough): strain -0.012, surface energy 1.2 J/m2
INPUT: amplitude 2 nm, film 100 nm, T 900 K
Voigt E = 157.1 GPa, mu = 64.8 GPa, nu = 0.212
stress = -1.885 GPa
largest |Ritz - law| for g in the test set (ak=0.01) = 9.7e-05
relative error of law, 30 deg, ak=0.05, 0.025: 1.49e-03, 3.72e-04
theta  0 deg: g law 0.7877, Ritz 0.7877, peak rate/rate(0) 1.0000
theta 15 deg: g law 0.7482, Ritz 0.7482, peak rate/rate(0) 0.8140
theta 30 deg: g law 0.6306, Ritz 0.6306, peak rate/rate(0) 0.4107
theta 45 deg: g law 0.4469, Ritz 0.4469, peak rate/rate(0) 0.1036
theta 60 deg: g law 0.2367, Ritz 0.2367, peak rate/rate(0) 0.0082
theta 75 deg: g law 0.0660, Ritz 0.0660, peak rate/rate(0) 0.0000
theta 90 deg: g law 0.0000, Ritz 0.0000, peak rate/rate(0) 0.0000
critical k = 0.03601 1/nm (law), 0.03601 1/nm (Ritz)
critical wavelength = 174.5 nm
fastest wavelength = 232.7 nm = 2327 angstrom
at fastest k: elastic relief 7.283, surface cost 5.462 meV/nm2
net energy change = -1.821 meV/nm2
trough stress rise 2ak = 0.108 of sigma
peak growth rate halves at theta = 26.8 deg
two stresses, nu=0.25: best theta 0 deg at r=-0.4, 21 deg at r=-0.6
cubic, stress [110]: g(0) 0.7577, g(45) 0.4242, g(90) 0.0000
  best theta 0 deg, g(best)/g(0) = 1.0000
  basis shift, order 8 to 14 = 5.6e-10
cubic, stress [100]: g(0) 0.8444, g(45) 0.4577, g(90) 0.0000
  best theta 0 deg, g(best)/g(0) = 1.0000
  basis shift, order 8 to 14 = 1.8e-09
cubic E[110] = 160.1 GPa; critical wavelength, k along [110] = 174.7 nm
finite slope ak=0.054: relief changes by -0.22 % (basis shift 1.9e-10)
finite slope ak=0.300: relief changes by -6.14 % (basis shift 5.1e-07)
all-Si moduli at same stress: relief changes by -5.8 %
residual cross stress r=0.2: g(90)/g(0) = 0.040
surface stress (rough 1 J/m2): tau k/|sigma| = 0.0143
moduli softer by a rough 5 % when hot: critical wavelength 183.7 nm
thermal rms roughness at T (cutoff spacing 0.38 nm) = 0.097 nm
misfit dislocation spacing (edge step 0.19 nm) = 13.1 nm
decay of its field through the film = 1.3e-21
```
